# Metal work functions from slab and bulk: which thickness error cancels

## The decision: more layers or a separate bulk calculation

A calculation for a metal gate may have to rank surfaces whose work functions differ by about a tenth of an electronvolt. In an ideal gate capacitor with fixed charges and dipoles, a change of gate work function moves the flat-band voltage by the same number of volts. If the thickness error of the slab is also a tenth of an electronvolt, the ranking may be an artefact. One can add layers, or replace the slab's Fermi energy by that of a separately converged bulk calculation. The second course is cheap, but it removes one part of the thickness error, and its value depends on the size of that part.

## Two estimates of one quantity

Take a neutral slab of $N$ layers with spacing $d$, symmetric about its midplane $z=0$. The algebra is in atomic units. Let $V(z)$ be the electrostatic potential energy of an electron averaged over the plane, without exchange and correlation. If $n_{\rm ion}$ is the positive background density and $n$ the electron density, Poisson's equation for this energy is

$$V''(z)=4\pi\,[n_{\rm ion}(z)-n(z)] .$$

The sign is that of an electron: excess electrons make $V''$ negative and raise $V$ locally. By symmetry $V'(0)=0$. Neutrality of each half then gives $V'=0$ far outside, so the vacuum level $V_{\rm vac}$ exists and is the same on both sides.

Let $\mu_N$ be the slab's Fermi energy and $V_{\rm int}$ the average of $V$ over whole layer periods around the midplane. The direct estimate is

$$W_{\rm dir}(N)=V_{\rm vac}-\mu_N .$$

A bulk calculation with periodic boundaries has no vacuum, and a constant added to its potential changes nothing physical. Its Fermi energy $E_F$ therefore has meaning relative to its own average potential $\bar V$. Write $\varepsilon_b=E_F-\bar V$ for this difference and $D_N=V_{\rm vac}-V_{\rm int}$ for the slab's potential step. The combined estimate is

$$W_{\rm comb}(N)=D_N-\varepsilon_b .$$

The two potentials must be joined consistently: slab and bulk need the same ions, functional, layer spacing and electron temperature. A different ion potential in the bulk would change $\varepsilon_b$ with nothing in the slab to compensate.

Add and subtract $V_{\rm int}$ in the direct estimate:

$$W_{\rm dir}=(V_{\rm vac}-V_{\rm int})-(\mu_N-V_{\rm int})=D_N-\varepsilon_b-F_N ,$$

$$F_N=(\mu_N-V_{\rm int})-\varepsilon_b .$$

Hence $W_{\rm comb}-W_{\rm dir}=F_N$. I call $F_N$ the filling error: it says how far the slab's Fermi energy, measured from the slab's own interior, differs from the bulk value. In a thick slab the interior becomes bulk, $F_N\to0$, and both estimates have the same limit $W$. The step $D_N$ enters both with the same sign, so its thickness error is untouched by the combination.

## When the combination is better

Define $e_{\rm dir}=W_{\rm dir}-W$ and $e_{\rm comb}=W_{\rm comb}-W$. Then $e_{\rm dir}=e_{\rm comb}-F$. Squaring and averaging over a set of thicknesses gives

$$\langle e_{\rm dir}^2\rangle-\langle e_{\rm comb}^2\rangle=\langle F^2\rangle-2\langle e_{\rm comb}F\rangle .$$

The combined estimate has the smaller root-mean-square (rms) error when the right side is positive.

A simple case shows the range of outcomes. Suppose $e_{\rm comb}=rF$ with a constant $r$. Then $e_{\rm dir}=(r-1)F$, and the error ratio is $|r|/|r-1|$. For $r=0$ the step is already converged and the combination removes the whole error. For $r=1$ the two errors of the direct estimate cancel, and the combination spoils this cancellation. For large $|r|$ the ratio tends to one and little is gained. The condition $|r|<|r-1|$ is equivalent to $r^2<r^2-2r+1$, or $r<1/2$.

## The filling error in a solvable film

The origin of $F_N$ can be seen in a film of fixed width $L$ with hard walls. Electrons move freely in the plane, so each level $e_i$ of the perpendicular motion carries a subband. With two spins and in-plane energy $E=k^2/2$, the number of states per area is $2k\,dk/(2\pi)=dE/\pi$. At temperature $T$ the subband holds the sheet density

$$s_i=\frac1\pi\int_0^\infty\frac{dE}{1+e^{(e_i+E-\mu)/k_BT}}
=\frac{k_BT}{\pi}\ln\!\left[1+e^{(\mu-e_i)/k_BT}\right].$$

For $T\to0$ this becomes $(\mu-e_i)/\pi$ for an occupied subband and zero otherwise.

The hard-wall levels are $e_j=cj^2$ with $c=\pi^2/(2L^2)$. Put $\mu=cx^2$. The highest occupied index is $M=x-f$, where $f$ is the fractional part of $x$. The sheet density is $cS/\pi$ with

$$S=\sum_{j=1}^{M}(x^2-j^2)=Mx^2-\frac{M^3}{3}-\frac{M^2}{2}-\frac M6 .$$

Insert $M=x-f$. The cubic terms give $x^3-x^3/3=2x^3/3$. In the quadratic terms $-fx^2$ and $+fx^2$ cancel and leave $-x^2/2$. Collecting the rest,

$$S=\frac{2x^3}{3}-\frac{x^2}{2}-xB_2(f)+\frac{B_3(f)}{3},$$

$$B_2=f^2-f+\tfrac16,\qquad B_3=f^3-\tfrac32f^2+\tfrac12f .$$

The first two terms are smooth in $x$: a volume term and a surface term. Let $x_s$ be the value that gives the required $S$ from these two alone. The derivative of the smooth part is $2x^2-x$, so to first order the oscillating part requires

$$x-x_s=\frac{xB_2-B_3/3}{2x^2-x}.$$

With $\delta\mu=2cx\,(x-x_s)$,

$$\delta\mu=c\,\frac{B_2-B_3/(3x)}{1-1/(2x)}\simeq cB_2(f)=\frac{\pi^2}{2L^2}B_2(f).$$

Solving the filling condition numerically, with the levels summed one by one, for 41 values of $x_s$ from 8 to 13 gives shifts that differ from $cB_2$ by at most $0.0103\,c$. The function $B_2$ itself runs from $-1/12$ to $1/6$.

The shift oscillates because a new subband starts to fill each time $x$ passes an integer. If $\mu=k_F^2/2$, then $x=k_FL/\pi$, and the period in $L$ is half the Fermi wavelength, $\pi/k_F$. The envelope falls as $1/L^2$. This derivation holds width and wall shape fixed. The shift $\delta\mu$ is also measured from the smooth part, which includes the surface term. Relative to a bulk of the same mean density, hard walls raise $\mu$ by a further $cx/2=\pi k_F/(4L)$ to leading order, because they push electrons away from the faces and compress them in the interior. In a self-consistent slab the electrons can spill out and the interior stays nearly neutral, so this larger term does not appear in $F_N$. The formula therefore sets a scale only for the oscillating part of $F_N$, and predicts neither its phase nor the error of the step.

## Why the step is delicate

Integrate by parts from the midplane to the vacuum, using $V'(0)=V'(\infty)=0$:

$$V_{\rm vac}-V(0)=\int_0^\infty V'\,dz=\big[zV'\big]_0^\infty-\int_0^\infty zV''\,dz
=4\pi\int_0^\infty z\,(n-n_{\rm ion})\,dz .$$

The step measured from the midplane value $V(0)$ is $4\pi$ times a dipole moment per area. It equals $D_N+V_{\rm int}-V(0)$, so it differs from $D_N$ by the local ripple of the interior potential. In practical units $4\pi$ becomes $4\pi\times14.40=181$ eV angstrom per electron charge. A change of 0.1 eV thus needs a moment of $0.1/181=5.5\times10^{-4}$ electron per angstrom. A layer holding 0.85 electron per square angstrom supplies it by a displacement of 0.00065 angstrom. A very small rearrangement of charge at the surface is enough to disturb the work function.

## Averaging the interior potential

The raw $V(z)$ has a lattice ripple. A running average over one period multiplies a component $\cos Gz$ by

$$\frac1d\int_{-d/2}^{d/2}\cos Gu\,du=\frac{\sin(Gd/2)}{Gd/2}.$$

The odd part of the shifted cosine integrates to zero. For lattice components $G=2\pi m/d$ with nonzero integer $m$ the factor vanishes. Friedel ripples from the surfaces have $G\simeq2k_F$ in a nearly free electron gas and survive in part. A second average squares the factor and uses a triangular window of total width $2d$. This window must stay inside the region that resembles bulk.

## The algorithm

1. Converge the bulk in its $k$ mesh and record $\varepsilon_b=E_F-\bar V$.
2. Converge symmetric slabs of several thicknesses with the same ions and functional.
3. Average $V$ over whole periods at the midplane and form $D_N$.
4. Form $W_{\rm dir}$, $W_{\rm comb}$ and $F_N$ for each thickness.
5. Compare the size of $F_N$ with the scatter of $W_{\rm comb}$. Because $\varepsilon_b$ is one fixed number, this scatter is entirely that of the step, and a better bulk calculation cannot reduce it. If it is much larger than $F_N$, the combination gains little. A constant bulk error does not show in the scatter and must be excluded separately.

Self-consistency needs care in thick slabs. Let the input density be wrong by $\delta n$ at wavenumber $G$. Poisson's equation gives $\delta V=4\pi\,\delta n/G^2$. In the Thomas-Fermi approximation the output density changes by $-(k_F/\pi^2)\,\delta V=-(q^2/G^2)\,\delta n$, with $q^2=4k_F/\pi$. The residual, output minus input, is

$$R=-\left(1+\frac{q^2}{G^2}\right)\delta n .$$

The required correction is therefore $-\delta n=R\,G^2/(G^2+q^2)$. Without this factor, long waves are overcorrected by $1+q^2/G^2$ and charge can slosh between the interior and the faces.

## Worked example: a layered model of a tungsten gate

The model takes the layer geometry of a bcc tungsten (110) surface from a rough lattice constant of 3.16 angstrom, with six valence electrons per atom. The spacing is $3.16/\sqrt2=2.2345$ angstrom. Two atoms per cubic cell give $12/3.16^3=0.3803$ electron per cubic angstrom, or 0.85 per square angstrom in each layer. Every ion is a Gaussian charge of chosen standard deviation 0.60 angstrom, averaged over the plane.

The Kohn-Sham equations are solved with Dirac exchange and Perdew-Wang correlation in the local density approximation (LDA), without spin polarisation and with electrons at 300 K. The slab states are expanded in sine functions, with 7.4 angstrom of vacuum on each side. The bulk uses plane waves. Anderson acceleration with the factor derived above converges the density.

With 60 points in half of the one-dimensional Brillouin zone, $\varepsilon_b=7.2900$ eV. For four layers the step, averaged twice, is 10.9931 eV, so

$$W_{\rm comb}=10.9931-7.2900=3.7031\ {\rm eV}.$$

The slab's own Fermi energy gives $W_{\rm dir}=3.7109$ eV. The table lists all thin slabs in eV. Four decimals are kept to show the small differences; they do not express the accuracy of the model. Converging the basis, grid and vacuum width further moves the tabulated $W_{\rm dir}$ by up to about 0.4 meV and $F_N$ by about 0.1 meV, so the last digit is uncertain.

| $N$ | $D_N$ | $W_{\rm dir}$ | $W_{\rm comb}$ | $F_N$ |
|---:|---:|---:|---:|---:|
| 4 | 10.9931 | 3.7109 | 3.7031 | −0.0079 |
| 5 | 10.9549 | 3.6636 | 3.6649 | 0.0013 |
| 6 | 10.8833 | 3.5939 | 3.5933 | −0.0006 |
| 7 | 10.9869 | 3.6997 | 3.6969 | −0.0028 |
| 8 | 10.8100 | 3.5144 | 3.5200 | 0.0056 |
| 9 | 10.9607 | 3.6743 | 3.6707 | −0.0036 |
| 10 | 10.9050 | 3.6122 | 3.6150 | 0.0028 |
| 11 | 10.9218 | 3.6330 | 3.6318 | −0.0012 |
| 12 | 10.9427 | 3.6542 | 3.6527 | −0.0015 |
| 13 | 10.8824 | 3.5904 | 3.5924 | 0.0021 |

As reference I take the mean direct value for 20 to 24 layers, 3.6254 eV. It uses no bulk result. Relative to it, the rms error over the ten thin slabs is 0.0568 eV for the direct estimate and 0.0537 eV for the combined one. The ratio is 0.946: the combination removes about 5 percent of the error. The peak-to-peak variation falls from 0.197 to 0.183 eV.

The reason can be read from the table. The step alone varies by $10.9931-10.8100=0.1831$ eV, and since $\varepsilon_b$ is one fixed number, $W_{\rm comb}$ inherits all of it. The filling error has an rms size of 0.0036 eV. The error identity accounts for the small gain: $\langle F^2\rangle=0.000013$ and $\langle e_{\rm comb}F\rangle=-0.000164$ eV², so

$$\langle e_{\rm dir}^2\rangle-\langle e_{\rm comb}^2\rangle=0.000013+0.000328=0.000341\ {\rm eV}^2 ,$$

in agreement with $0.0568^2-0.0537^2$ to rounding. The gain comes mostly from the cross term: the two errors have opposite signs on average and add in the direct estimate. In the proportional case above, $r=-0.000164/0.000013\simeq-13$, which would give a ratio of $13/14=0.93$.

The oscillating part of the hard-wall shift is of a size consistent with a small $F_N$. In practical units $c=37.6/L^2$ eV with $L$ in angstrom. Eight layers have the nominal width $8\times2.2345=17.9$ angstrom, so $c=0.12$ eV and $cB_2$ lies between −0.010 and 0.020 eV. The computed $F_8=0.0056$ eV lies in this range. Why the step oscillates so much more strongly is not settled by these data.

The second average brings no benefit here. The Friedel factor is $-0.19$ after one average and 0.04 after two, yet the rms errors are 0.0535 and 0.0537 eV. The main error is in the surface dipole, which no interior window can remove.

## Two ways to misread convergence

**An unconverged bulk.** An error in $\varepsilon_b$ enters $W_{\rm comb}$ with opposite sign and equal size. With three $k$ points in the half zone, $\varepsilon_b=7.2671$ eV, which is 0.0229 eV too low relative to the 60-point value. Every combined work function would then be 0.0229 eV too high. This is six times the rms filling error that the method is meant to remove. Because the shift is the same for all $N$, a plot of $W_{\rm comb}$ against thickness does not reveal it. It shows up as a value of $F_N$ that does not tend to zero in thick slabs.

**Agreement between the estimates.** For 20 to 24 layers the mean combined value is 3.6256 eV, against 3.6254 eV for the direct mean. This shows that slab and bulk are consistent. It does not show that each slab is converged, because both estimates share $D_N$. Within this set the direct values still spread over 0.039 eV and the combined ones over 0.037 eV.

## Averaging over thickness

Since the oscillation sits in the step, a mean over suitable thicknesses is a better remedy in this model. Half the free-electron Fermi wavelength is 1.4016 angstrom, so one layer advances the oscillation by $2.2345/1.4016=1.594$ periods, and five layers by 7.97, close to an integer. For a sinusoid of constant amplitude, the mean over five consecutive thicknesses is reduced by

$$\left|\frac{\sin(5\pi\times1.594)}{5\sin(\pi\times1.594)}\right|\simeq0.02 .$$

The lattice potential slightly changes the Fermi wavenumber along the surface normal. With the model's own bulk bands one layer advances the oscillation by 1.587 periods, and the factor becomes about 0.04. The real amplitude decreases with $N$, and harmonics whose order is a multiple of five are not cancelled, so the actual reduction is weaker. The direct values for 4 to 8 layers average to 3.6365 eV and those for 9 to 13 layers to 3.6328 eV. They lie 0.011 and 0.007 eV above the reference, against an rms error of 0.057 eV for single slabs. The combined values give nearly the same means, 3.6356 and 3.6325 eV. The reference is itself a five-thickness mean, so these differences measure consistency and are not strict error bounds. For another metal or facet the number of layers must be chosen anew from its own period.

The work function of the model is thus 3.63 eV, or 0.133 hartree, with a thickness uncertainty that I judge to be about 0.01 eV.

## The model beside a real gate

The measured vacuum work function of tungsten (110) is roughly 5 eV, so the model value is far too low and is no prediction for the metal. The model has no localized 5d states, and I cannot assign a separate number to that omission. The chosen ion width matters moderately: at a fixed thickness of 12 layers, widths of 0.55, 0.60 and 0.65 angstrom give combined values of 3.68, 3.65 and 3.61 eV. Means over 9 to 13 layers, which suppress the size oscillation, are 3.68, 3.63 and 3.58 eV. Averaging in the plane keeps 2 of the 12 shortest reciprocal vectors of the bcc lattice. The retained corrugation lowers $\varepsilon_b$ by 0.048 eV from its uniform-background value of 7.338 eV. If the ten missing vectors act additively and equally, they lower it by about $5\times0.048=0.24$ eV, which would raise $W$ by that amount with the step held fixed. This is a rough size, since the step would change too. The electron temperature matters little for the bulk Fermi energy: a free-electron gas with Fermi energy $E_0=k_F^2/2$, here 19 eV, has its chemical potential lowered by $\pi^2(k_BT)^2/(12E_0)$, which grows by only about 0.02 meV from 300 to 400 K at fixed lattice constant. A single thin slab can respond more strongly: over the same interval $W_{\rm dir}$ rises by about 3.5 meV for 8 layers and 0.3 meV for 13 layers, and by less than 0.1 meV for the other thicknesses in the table.

In a device the metal touches a dielectric, and the effective work function contains an interface dipole that a vacuum slab does not have. An emission barrier is also lowered by a field $\mathcal E$. In SI units the image energy $-e^2/(16\pi\epsilon_0z)$ and the field energy $-e\mathcal Ez$ have their maximum sum where $e/(16\pi\epsilon_0z^2)=\mathcal E$. There both terms are equal, and the lowering is $2e\mathcal Ez=e\sqrt{e\mathcal E/(4\pi\epsilon_0)}$, or 0.38 eV at 1 MV/cm in vacuum. This affects emission over the barrier and leaves the zero-field work function unchanged.

The small gain found here belongs to this layered LDA model. In another metal the balance between $F_N$ and the step error may differ, and the computed $F_N$ shows directly how much the bulk Fermi energy can change the answer.
